# Logarithmic Rytova–Keldysh interaction in a thin high-permittivity oxide film: a program that tests the result

```python
"""Rytova-Keldysh interaction in a thin high-permittivity film.

Result under test: for d << rho << r0, with r0 = eps*d/(eps_below+eps_above),
    V(rho) = Q/(2 pi eps0 eps d) * [ln(2 r0/rho) - Euler gamma].
d: film thickness; rho: in-plane distance; eps: film permittivity;
eps_below, eps_above: permittivities of the outer media; q: in-plane wavenumber.
Lengths are in nm and energies in meV unless a name says otherwise.
The film occupies 0 < z < d. Kernels are eps0*potential/Q, in nm.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.special import j0, y0, k0, struve

COULOMB = const.e / (4 * np.pi * const.epsilon_0) * 1e12  # meV nm


def film_kernel(q, z, z_charge, d, eps_par, eps_perp, below, above):
    """Closed-form Fourier kernel for a uniaxial film."""
    kappa = np.sqrt(eps_par * eps_perp)
    k = q * np.sqrt(eps_par / eps_perp)
    eta_b, eta_a = np.arctanh(below / kappa), np.arctanh(above / kappa)
    low, high = min(z, z_charge), max(z, z_charge)
    top = np.cosh(k * low + eta_b) * np.cosh(k * (d - high) + eta_a)
    return top / (kappa * q * np.sinh(k * d + eta_b + eta_a))


def ode_kernel(q, z, z_charge, layers, below, above, carrier=0.0):
    """Finite-volume solution of Poisson's equation, outer media included.
    layers: (thickness, eps_par, eps_perp); carrier: sheet response in 1/nm."""
    outer, n_outer = 20.0 / q, 4000
    total = sum(layer[0] for layer in layers)
    width = [np.full(n_outer, outer / n_outer)]
    par, perp = [np.full(n_outer, below)], [np.full(n_outer, below)]
    extra = [np.zeros(n_outer)]
    for thickness, e_par, e_perp in layers:
        n = int(round(thickness / 0.01))
        width.append(np.full(n, thickness / n))
        par.append(np.full(n, e_par))
        perp.append(np.full(n, e_perp))
        extra.append(np.full(n, carrier / total))
    width.append(np.full(n_outer, outer / n_outer))
    par.append(np.full(n_outer, above))
    perp.append(np.full(n_outer, above))
    extra.append(np.zeros(n_outer))
    width, par, perp, extra = map(np.concatenate, (width, par, perp, extra))
    nodes = np.concatenate(([0.0], np.cumsum(width))) - outer
    stiff = perp / width
    mass = (par * q**2 + extra) * width / 2
    bands = np.zeros((3, nodes.size))
    bands[1, :-1] += stiff + mass
    bands[1, 1:] += stiff + mass
    bands[0, 1:] = -stiff
    bands[2, :-1] = -stiff
    source = np.zeros(nodes.size)
    source[np.argmin(abs(nodes - z_charge))] = 1.0
    solution = solve_banded((1, 1), bands, source)
    return solution[np.argmin(abs(nodes - z))]


def pair_energy(rho, z, d, eps_par, eps_perp, below, above, length=1.0):
    """Image-series energy of two charges e, both at height z."""
    kappa = np.sqrt(eps_par * eps_perp)
    stretch = np.sqrt(eps_par / eps_perp)
    h, t = z * stretch, d * stretch
    del_b = (kappa - below) / (kappa + below)
    del_a = (kappa - above) / (kappa + above)
    count = int(length * 37 / -np.log(del_b * del_a)) + 2
    n = np.arange(count)
    weight = (del_b * del_a) ** n
    total = 1 / rho
    total += np.sum(weight * del_b / np.hypot(rho, 2 * n * t + 2 * h))
    total += np.sum(weight * del_a / np.hypot(rho, 2 * (n + 1) * t - 2 * h))
    total += 2 * np.sum(weight[1:] / np.hypot(rho, 2 * n[1:] * t))
    return COULOMB / kappa * total


def rk_function(x):
    return np.pi / 2 * (struve(0, x) - y0(x))


def screened_function(rho, r0, lam):
    """Thin-film interaction with linear carrier screening of length lam."""
    q_s = r0 / lam**2

    def rest(q):
        a = r0 * q**2 + q_s
        return r0 * q**2 * j0(q * rho) / (a * (a + q))
    edges = sorted([0.0, 1 / lam, 1 / r0, 1 / rho, 5.0])
    return k0(rho / lam) - sum(quad(rest, a, b, limit=1000)[0]
                               for a, b in zip(edges[:-1], edges[1:]))


# Rough parameters in the regime of a BaTiO3 membrane on silica under air.
d, eps, below, above, temperature = 4.0, 200.0, 3.9, 1.0, 300.0
mid = d / 2
r0 = eps * d / (below + above)
scale = 2 * COULOMB / (eps * d)
thermal = const.k * temperature / const.e * 1e3


def exact(rho):
    return pair_energy(rho, mid, d, eps, eps, below, above)


def log_law(rho):
    return scale * (np.log(2 * r0 / rho) - np.euler_gamma)


# Closed-form kernel against the differential equation.
eps_par, eps_perp = 400.0, 100.0
kernel_error = 0.0
for e_par, e_perp in ((eps, eps), (eps_par, eps_perp)):
    for q in (0.02, 0.2, 1.0):
        for z, zc in ((2.0, 2.0), (0.5, 3.0), (3.5, 1.0)):
            numeric = ode_kernel(q, z, zc, [(d, e_par, e_perp)], below, above)
            formula = film_kernel(q, z, zc, d, e_par, e_perp, below, above)
            kernel_error = max(kernel_error, abs(numeric / formula - 1))
assert kernel_error < 2e-4  # second-order mesh error

# Image series against direct Hankel inversion of the kernel.
for e_par, e_perp in ((eps, eps), (eps_par, eps_perp)):
    kappa = np.sqrt(e_par * e_perp)
    for rho in (3.0, 20.0):
        def integrand(q):
            g = film_kernel(q, mid, mid, d, e_par, e_perp, below, above)
            return (q * g - 0.5 / kappa) * j0(q * rho)
        parts = [quad(integrand, a, b, limit=1000)[0]
                 for a, b in ((1e-10, 0.05), (0.05, 1.0), (1.0, 10.0))]
        inverse = COULOMB * (2 * sum(parts) + 1 / (kappa * rho))
        series = pair_energy(rho, mid, d, e_par, e_perp, below, above)
        assert abs(inverse / series - 1) < 1e-5

# Struve form against the Bessel integral and against the smeared images.
for x in (0.1, 1.0):
    bessel = float(mp.quadosc(lambda u: mp.besselj(0, u) / (x + u),
                              [0, mp.inf], omega=1))
    smeared = quad(lambda s: np.exp(-s) / np.hypot(x, s), 0, 1)[0]
    smeared += quad(lambda s: np.exp(-s) / np.hypot(x, s), 1, np.inf)[0]
    assert abs(bessel / rk_function(x) - 1) < 1e-5
    assert abs(smeared / rk_function(x) - 1) < 1e-6

# Near and far Coulomb limits of the image series.
near, far = 0.0005 * d, 50 * r0
near_ratio = exact(near) / (COULOMB / (eps * near))
far_ratio = exact(far) / (2 * COULOMB / ((below + above) * far))
assert abs(near_ratio - 1) < 0.01
assert abs(far_ratio - 1) < 0.002

# Logarithmic slope and thickness correction when the window is very wide.
big = 20000.0
big_scale, big_r0 = 2 * COULOMB / (big * d), big * d / (below + above)
u20, u40 = (pair_energy(r, mid, d, big, big, below, above) for r in (20.0, 40.0))
slope_ratio = (u20 - u40) / np.log(2) / big_scale
assert abs(slope_ratio - 1) < 0.004  # remaining term is of order rho/r0
for rho in (d / 2, d, 2 * d):
    u = pair_energy(rho, mid, d, big, big, below, above)
    found = u / big_scale - rk_function(rho / big_r0)
    predicted = 2 * k0(2 * np.pi * rho / d) + d**2 / (12 * big_r0 * rho)
    if rho == d / 2:  # the second exponential mode still counts here
        predicted += 2 * k0(4 * np.pi * rho / d)
    assert abs(found / predicted - 1) < 0.03

# Range of distances where the logarithm agrees with the image series to 5 %.
grid = np.geomspace(0.5, 200, 1200)
good = np.array([abs(log_law(r) / exact(r) - 1) < 0.05 for r in grid])
indices = np.flatnonzero(good)
assert indices.size > 1 and np.all(np.diff(indices) == 1)
window = grid[indices[0]], grid[indices[-1]]

# Anisotropy: the thin-film law must contain the in-plane permittivity.
probe = 20.0
aniso = pair_energy(probe, mid, d, eps_par, eps_perp, below, above)
aniso_r0 = eps_par * d / (below + above)
aniso_rk = 2 * COULOMB / (eps_par * d) * rk_function(probe / aniso_r0)
assert abs(aniso / aniso_rk - 1) < 0.01

# Low-permittivity surface layers: the sheet polarizabilities must add.
dead, eps_dead = 0.4, 20.0
stack = [(dead, eps_dead, eps_dead), (d - 2 * dead, eps, eps),
         (dead, eps_dead, eps_dead)]
sheet = sum(layer[0] * layer[1] for layer in stack)
dead_r0, q_small = sheet / (below + above), 0.002
g = ode_kernel(q_small, mid, mid, stack, below, above)
dead_r0_ode = (1 / (q_small * g * (below + above)) - 1) / q_small
assert abs(dead_r0_ode / dead_r0 - 1) < 0.005
dead_energy = 2 * COULOMB / sheet * rk_function(probe / dead_r0)

# Dilute mobile carriers.
density_cm2 = 1e11
response = (const.e**2 * density_cm2 * 1e4
            / (const.epsilon_0 * const.k * temperature) * 1e-9)
lam = np.sqrt(eps * d / response)
for q in (0.01, 0.03):
    numeric = ode_kernel(q, mid, mid, [(d, eps, eps)], below, above, response)
    thin = 1 / ((below + above) * q + eps * d * q**2 + response)
    assert abs(numeric / thin - 1) < 0.01
unscreened = screened_function(probe, r0, 100 * r0)
assert abs(unscreened / rk_function(probe / r0) - 1) < 0.002
screened_energy = scale * screened_function(probe, r0, lam)
critical_density = density_cm2 * (lam / r0) ** 2
thermal_states = (const.m_e * const.k * temperature
                  / (np.pi * const.hbar**2) * 1e-4)


def field(rho):
    """In-plane field of one charge e, in MV/cm."""
    step = 1e-3 * rho
    return 0.01 * (exact(rho - step) - exact(rho + step)) / (2 * step)


tuning_field = 0.3  # rough field for strong permittivity tuning, MV/cm
eps_fast = 5.0      # rough electronic permittivity
doubled = pair_energy(probe, mid, d, eps, eps, below, above, length=2.0)
assert abs(doubled / exact(probe) - 1) < 1e-10

print(f"film thickness d = {d:.1f} nm")
print(f"film permittivity (rough) = {eps:.0f}")
print(f"permittivity below, above = {below:.1f}, {above:.1f}")
print(f"temperature = {temperature:.0f} K")
print(f"crossover length r0 = {r0:.2f} nm")
print(f"log energy scale e^2/(2 pi eps0 eps d) = {scale:.4f} meV")
print(f"log energy scale = {scale * 1e-3 * const.e:.4e} J")
print("two charges e in mid-plane: image series, Rytova-Keldysh, log")
for rho in (1.0, 2.0, 4.0, 8.0, 20.0, 40.0, 160.0, 1000.0):
    rk = scale * rk_function(rho / r0)
    print(f"rho = {rho:.0f} nm: {exact(rho):.4f}, {rk:.4f}, "
          f"{log_law(rho):.4f} meV")
print(f"log within 5 % from {window[0]:.2f} to {window[1]:.2f} nm")
print(f"near-limit ratio at {near:.4f} nm = {near_ratio:.5f}")
print(f"far-limit ratio at {far:.0f} nm = {far_ratio:.5f}")
print(f"log-slope ratio for permittivity {big:.0f} = {slope_ratio:.5f}")
print(f"largest relative kernel difference = {kernel_error:.1e}")
print(f"energy shift on doubling image count = {doubled - exact(probe):.1e} meV")
print(f"thermal energy kT = {thermal:.2f} meV")
print(f"log energy scale / kT = {scale / thermal:.4f}")
surface = pair_energy(d, 0.0, d, eps, eps, below, above)
print(f"both charges at silica face, rho = {d:.0f} nm: {surface:.4f} meV")
print(f"anisotropic case: in-plane, normal = {eps_par:.0f}, {eps_perp:.0f}")
print(f"anisotropic r0 = {aniso_r0:.2f} nm")
print(f"anisotropic energy at {probe:.0f} nm = {aniso:.4f} meV")
print(f"surface layers: {dead:.1f} nm each, permittivity {eps_dead:.0f}")
print(f"r0 with layers: sum {dead_r0:.2f}, equation {dead_r0_ode:.2f} nm")
print(f"energy with layers at {probe:.0f} nm = {dead_energy:.4f} meV")
print(f"carrier density considered = {density_cm2:.1e} cm^-2")
print(f"carrier screening length = {lam:.2f} nm")
print(f"screened energy at {probe:.0f} nm = {screened_energy:.4f} meV")
print(f"density for screening length r0 = {critical_density:.2e} cm^-2")
print(f"density / thermal states (free mass) = "
      f"{density_cm2 / thermal_states:.4f}")
print(f"field of one charge at 1 nm = {field(1.0):.4f} MV/cm")
print(f"field of one charge at {d:.0f} nm = {field(d):.5f} MV/cm")
print(f"rough tuning field = {tuning_field:.1f} MV/cm")
print(f"field at 1 nm / tuning field = {field(1.0) / tuning_field:.3f}")
print(f"fast-charge permittivity (rough) = {eps_fast:.0f}")
print(f"fast-charge r0 = {eps_fast * d / (below + above):.2f} nm")
print("finished without a failed check")
```

Output:

```
film thickness d = 4.0 nm
film permittivity (rough) = 200
permittivity below, above = 3.9, 1.0
temperature = 300 K
crossover length r0 = 163.27 nm
log energy scale e^2/(2 pi eps0 eps d) = 3.5999 meV
log energy scale = 5.7677e-22 J
two charges e in mid-plane: image series, Rytova-Keldysh, log
rho = 1 nm: 20.4709, 18.7821, 18.7602 meV
rho = 2 nm: 16.5443, 16.3083, 16.2650 meV
rho = 4 nm: 13.8701, 13.8553, 13.7697 meV
rho = 8 nm: 11.4458, 11.4419, 11.2744 meV
rho = 20 nm: 8.3743, 8.3728, 7.9759 meV
rho = 40 nm: 6.2218, 6.2211, 5.4806 meV
rho = 160 nm: 2.7560, 2.7559, 0.4901 meV
rho = 1000 nm: 0.5746, 0.5746, -6.1071 meV
log within 5 % from 1.29 to 20.69 nm
near-limit ratio at 0.0020 nm = 1.00372
far-limit ratio at 8163 nm = 0.99960
log-slope ratio for permittivity 20000 = 0.99825
largest relative kernel difference = 5.0e-05
energy shift on doubling image count = 0.0e+00 meV
thermal energy kT = 25.85 meV
log energy scale / kT = 0.1393
both charges at silica face, rho = 4 nm: 14.0418 meV
anisotropic case: in-plane, normal = 400, 100
anisotropic r0 = 326.53 nm
anisotropic energy at 20 nm = 5.3408 meV
surface layers: 0.4 nm each, permittivity 20
r0 with layers: sum 133.88, equation 133.78 nm
energy with layers at 20 nm = 9.4359 meV
carrier density considered = 1.0e+11 cm^-2
carrier screening length = 33.81 nm
screened energy at 20 nm = 2.5929 meV
density for screening length r0 = 4.29e+09 cm^-2
density / thermal states (free mass) = 0.0093
field of one charge at 1 nm = 0.0744 MV/cm
field of one charge at 4 nm = 0.00893 MV/cm
rough tuning field = 0.3 MV/cm
field at 1 nm / tuning field = 0.248
fast-charge permittivity (rough) = 5
fast-charge r0 = 4.08 nm
finished without a failed check
```
